\section*{Symmetry-mode decomposition of the fluorite to Pca2_1 distortion}

\section{What has to be separated}

Subtracting the Cartesian coordinates of a fluorite cell from those of a $Pca2_1$ cell does not give a usable list of mode amplitudes. Atoms may be listed in different orders or wrapped across cell faces. The strain contributes a displacement that grows with position. The origin along the polar axis is not fixed by symmetry, so a change of origin changes the apparent polar amplitude. A sum rule alone cannot detect these faults: for a complete set of mutually orthogonal projectors, the squared amplitudes add to the squared norm of a wrong displacement field as well as to that of a right one.

Consider an $MO_2$ crystal with $N=12$ atoms per cell and cell axes corresponding to the cubic axes of fluorite. The parent edge $a_0$ and this axis correspondence are inputs. The aim is to separate a homogeneous stretch from a periodic displacement field $u$ of zero mean, and to show
\begin{equation}
\sum_\alpha Q_\alpha^2=|u|^2,\qquad Q_\alpha=|P_\alpha u|,
\label{sum}
\end{equation}
where $P_\alpha$ projects on irreducible representation (irrep) $\alpha$ of $Fm\bar3m$. All atoms have equal weight, and $Q_\alpha$ refers to the 12-atom cell. The $Q_\alpha$ measure geometry; they carry no information about energy.

\section{Strain first, then periodic displacements}

Let the columns of $H$ be the distorted cell vectors, in the order of the corresponding cubic axes, and let $H_0=a_0\mathbf 1$. Polar decomposition gives
\begin{equation}
F=HH_0^{-1}=RU,\qquad U^2=F^TF,\qquad \varepsilon=U-\mathbf 1 .
\end{equation}
The rotation $R$ cancels from $F^TF$, so a rigid rotation produces no strain. An atom with fractional coordinate $x$ sits at $Hx=RU(a_0x)$. Writing this position as $RU(r_0+u)$, apart from a rigid translation, gives
\begin{equation}
u_i=a_0\,(x_i+t-x^0_{p(i)}-n_i).
\label{disp}
\end{equation}
Here $t$ is the fractional origin shift, $p$ a species-preserving assignment to parent sites $x^0$, and $n_i$ an integer vector. Lengths of $u$ are thus measured in the parent metric.

The stretch has its own orthogonal decomposition. Its trace part is $A_{1g}$, the traceless diagonal part $E_g$, and the off-diagonal part $T_{2g}$:
\begin{align}
S_{A_{1g}}&=\tfrac13(\mathrm{tr}\,\varepsilon)^2,\\
S_{E_g}&=\sum_i\varepsilon_{ii}^2-\tfrac13(\mathrm{tr}\,\varepsilon)^2,\\
S_{T_{2g}}&=2(\varepsilon_{xy}^2+\varepsilon_{yz}^2+\varepsilon_{zx}^2).
\end{align}
They add to $\sum_{ij}\varepsilon_{ij}^2$. Strain is dimensionless and $u$ is a length, so the two sums are kept apart.

\section{Matching and the origin}

Put $d_i=u_i/a_0$ and minimize $\sum_i|d_i|^2$ over $p$, $n_i$ and $t$. For fixed $p$ and $n_i$, adding $s$ to $t$ gives
\begin{equation}
\sum_i|d_i+s|^2=\sum_i|d_i|^2+2s\cdot\sum_i d_i+N|s|^2 .
\label{shift}
\end{equation}
Setting the derivative with respect to $s$ to zero gives $s=-N^{-1}\sum_i d_i$: the best origin makes the mean displacement vanish. For fixed $t$, the best images follow from rounding each Cartesian component in the cubic metric, and the best $p$ is a linear assignment problem for each species. Neither step can raise the objective, but alternating them may end in a local minimum.

A grid of origins can certify the result. Let $g(t)$ be the square root of the sum of squared distances from each atom to its nearest site of the same species. Two atoms may share a site in this definition, so $g$ is a lower bound on the matched distance. Each nearest distance changes by at most $|\Delta t|$, hence
\begin{equation}
|g(t+\Delta t)-g(t)|\le\sqrt N\,|\Delta t| .
\end{equation}

Let $t_*$ be the candidate, with $D^2=\sum_i|d_i|^2$, and suppose every atom is matched to its nearest site. If the nearest and second-nearest sites lie at $d_1$ and $d_2$, the nearest site stays nearest while $d_1+|s|<d_2-|s|$. Let $\rho$ be the smallest $(d_2-d_1)/2$ over all atoms, with periodic images included. For $|s|<\rho$, Eq.~(\ref{shift}) and the zero mean give $g^2=D^2+N|s|^2$, so no better origin lies in this ball.

Outside the ball, every $t$ has a grid point within the covering radius $r$, and that point is at least $\rho-r$ from $t_*$. If all such grid points satisfy
\begin{equation}
g>D+\sqrt N\,r,
\label{cert}
\end{equation}
the candidate is the global minimum. Distances from $t_*$ are taken modulo the face-centring translations, which map the parent to itself and give equivalent minima.

\section{Projectors}

Modulo translations of the conventional cell, $Fm\bar3m$ has $48\times4=192$ elements $g=\{R|t\}$. In this section $R$ is a point operation and $t$ a face-centring translation. Each element permutes the parent sites and rotates the displacements, which defines an orthogonal $36\times36$ matrix $D(g)$. The wave vectors periodic in this cell are $\Gamma$ and the three arms of $X$, $k_x$, $k_y$ and $k_z$, each of length $2\pi/a_0$.

Every $R$ is a signed permutation matrix. Let $\pi$ be the sign of the permutation, $\delta=\det R$, $\sigma=\pi\delta$, $\tau=\mathrm{tr}\,R$ and $f=\mathrm{tr}\,|R|$, with the absolute value taken entry by entry. The even characters at $\Gamma$ are
\begin{equation}
A_{1g}:1,\quad A_{2g}:\pi,\quad E_g:f-1,\quad T_{1g}:\delta\tau,\quad T_{2g}:\sigma\tau,
\end{equation}
and multiplication by $\delta$ gives their odd partners.

At $X$, permute the axes cyclically so that the arm becomes $z$. If $R$ maps $z$ to $\pm z$, let $s=R_{zz}$, let $d$ and $\tau'$ be the determinant and trace of the $xy$ block, and let $w=1$ for a diagonal block and $w=-1$ otherwise. The even $D_{4h}$ characters are
\begin{equation}
A_{1g}:1,\quad A_{2g}:d,\quad B_{1g}:w,\quad B_{2g}:wd,\quad E_g:s\tau',
\end{equation}
and multiplication by $\det R=ds$ gives the odd ones. The primed twofold axes lie along the cubic axes; exchanging them with the diagonal axes would exchange $B_1$ and $B_2$.

In the full group, only arms fixed by $R$ modulo a reciprocal-lattice vector contribute to the trace:
\begin{equation}
\chi_\alpha(g)=\sum_{k:\,Rk\equiv k}e^{-ik\cdot t}\,\chi^{D_{4h}}_\alpha(R).
\end{equation}
The phases are $\pm1$, so all characters are real. The $X$ irreps have three times the little-group dimension. The list is complete, since $\sum_\alpha d_\alpha^2=48+9\times16=192$.

Define
\begin{equation}
P_\alpha=\frac{d_\alpha}{192}\sum_g\chi_\alpha(g)D(g).
\label{proj}
\end{equation}
Characters are class functions, so $P_\alpha$ commutes with every $D(g)$. On an irreducible block $\beta$, Schur's lemma makes it a number $\lambda$. The trace over the block and character orthogonality give
\begin{equation}
d_\beta\lambda=\frac{d_\alpha}{192}\sum_g\chi_\alpha(g)\chi_\beta(g)=d_\alpha\delta_{\alpha\beta},
\end{equation}
so $\lambda=\delta_{\alpha\beta}$. Hence $P_\alpha P_\beta=\delta_{\alpha\beta}P_\alpha$ and $\sum_\alpha P_\alpha=\mathbf1$. Also $P_\alpha^T=P_\alpha$, because $D(g)^T=D(g^{-1})$ and $\chi_\alpha(g^{-1})=\chi_\alpha(g)$. Therefore
\begin{equation}
|u|^2=\sum_\alpha u^TP_\alpha u=\sum_\alpha u^TP_\alpha^TP_\alpha u=\sum_\alpha|P_\alpha u|^2,
\end{equation}
which proves Eq.~(\ref{sum}).

The multiplicities $\mathrm{tr}P_\alpha/d_\alpha$ give $2T_{1u}+T_{2g}$ at $\Gamma$ and $A_{1g}+B_{1u}+A_{2u}+E_g+2E_u$ at $X$. The dimensions add to $9+27=36$. As a test that does not use characters, a random symmetric matrix was averaged over the group; each of its eigenspaces fell into one projector range, with the same multiplicities.

\section{Closed form for $Pca2_1$}

The four members of a general orbit are
\begin{equation}
(x,y,z),\ (-x,-y,z+\tfrac12),\ (x+\tfrac12,-y,z),\ (\tfrac12-x,y,z+\tfrac12).
\end{equation}
If the first member moves by $(d_x,d_y,d_z)$, the signs over the four members are $(+,-,+,-)$ for $x$, $(+,-,-,+)$ for $y$, and all positive for $z$. Let $h,p,q$ be the fractional displacements, before centring, of the first members of the cation orbit and the two anion orbits from
\begin{equation}
(0,\tfrac14,0),\qquad(\tfrac14,0,\tfrac14),\qquad(\tfrac14,\tfrac12,\tfrac14).
\end{equation}

The cation members are separated from the first by $(0,\frac12,\frac12)$, $(\frac12,\frac12,0)$ and $(\frac12,0,\frac12)$. The $x$ signs therefore alternate with $k_z$, a transverse $E_u$ wave. The $y$ signs alternate with $k_y$, a longitudinal $A_{2u}$ wave.

For the anions let $\sigma_x,\sigma_y,\sigma_z=\pm1$ be the signs of the parent position relative to the cation at $(0,\frac14,0)$; $\sigma_y=-1$ on orbit $p$ and $+1$ on orbit $q$. Reading off the orbit signs gives
\begin{align}
d_x&=\tfrac12\sigma_z[(p_x+q_x)+\sigma_y(q_x-p_x)],\\
d_y&=\tfrac12\sigma_x[(p_y+q_y)+\sigma_y(q_y-p_y)],\\
d_z&=\tfrac12[(p_z+q_z)+\sigma_y(q_z-p_z)].
\end{align}
Under point operations about the cation, the $\sigma$'s transform as coordinates:
\begin{itemize}
\item $\sigma_z\hat x$, $\sigma_x\hat y$ and $\sigma_y\hat z$ behave as $zx$, $xy$ and $yz$. They are $E_g$ waves on arms $z$, $x$ and $y$.
\item $\sigma_y\sigma_z\hat x$ behaves as $xyz$. It is $B_{1u}$ on arm $x$.
\item $\sigma_x\sigma_y\hat y$ behaves as $x$, since $\sigma_y^2=1$. It is $E_u$ on arm $z$.
\end{itemize}
A pattern with coefficient $c/2$ on eight anions has squared norm $8(c/2)^2=2c^2$. The mean displacement is $m=(h_z+p_z+q_z)/3$ along $z$, and centring removes $12m^2$. Thus
\begin{align}
Q^2_{X:B_{1u}}/a_0^2&=2(p_x-q_x)^2,\label{b1u}\\
Q^2_{X:E_g}/a_0^2&=2(p_x+q_x)^2+2(p_y+q_y)^2\nonumber\\
&\quad+2(p_z-q_z)^2,\\
Q^2_{X:E_u}/a_0^2&=4h_x^2+2(p_y-q_y)^2,\\
Q^2_{X:A_{2u}}/a_0^2&=4h_y^2,\\
Q^2_{\Gamma:T_{1u}}/a_0^2&=4h_z^2+2(p_z+q_z)^2\nonumber\\
&\quad-\tfrac43(h_z+p_z+q_z)^2.
\end{align}
These hold while the matching assigns the atoms to the stated parent sites. They agreed with the projectors for random small displacements.

Two limits show their content. If only $p_x=-q_x=\eta$ is nonzero, the distortion is pure $B_{1u}$ with $Q^2=8a_0^2\eta^2$: eight anions move by $a_0\eta$ in alternating columns. If $h_z=p_z=q_z$, all atoms translate together and $T_{1u}$ vanishes, since $4h_z^2+8h_z^2-12h_z^2=0$.

\section{Pseudocode and cost}

\begin{verbatim}
once: build D(g), characters, P_alpha
input: H, x, species, a0
F = H/a0;  U = sqrt(F^T F);  eps = U - 1
evaluate g(t) on the origin grid
t = grid point with smallest g
repeat:
    d_ij = x_i + t - x0_j, components wrapped
    p = best assignment within each species
    m = mean of d_i,p(i)
    stop if |m| is at rounding level
    t = t - m
require nearest-site matching and the certificate
store u at parent site p(i) as a0*d_i,p(i)
Q_alpha^2 = |P_alpha u|^2
check both sum rules and rebuild the crystal
\end{verbatim}

The scan needs $4^2+8^2=80$ site differences per origin. A spacing of $1/32$ over $[0,1)\times[0,\frac12)^2$, which covers all origins modulo face centring, has 8192 points and $r=\sqrt3/64$. Building one projector takes $192\times36^2\approx2.5\times10^5$ multiply-adds; applying it takes $36^2=1296$. Projectors are built once and serve every crystal with this parent cell.

Rebuilding tests the stretch and the storage of $u$, which the sum rule does not. Adding the projected fields to the parent and applying $U$ must restore the interatomic distances, and it did so in the example below. It does not test the matching or the origin: since $\sum_\alpha P_\alpha=\mathbf1$, Eq.~(\ref{disp}) returns the atoms to $x_i+t-n_i$ for any $p$, $n_i$ and $t$. The matching and origin are checked by the certificate.

\section{Worked example}

The crystal is a model with round parameters, neither a computed nor a measured hafnia structure. Its cell lengths are $5.20$, $5.00$ and $5.10$~\AA, and $a_0=5.05$~\AA. The orbit coordinates are $M(0.03,0.27,0.00)$, $O_p(0.36,0.07,0.14)$ and $O_q(0.23,0.54,0.25)$, so
\begin{align}
h&=(0.03,0.02,0),\nonumber\\
p&=(0.11,0.07,-0.11),\nonumber\\
q&=(-0.02,0.04,0).
\end{align}

The input was rotated, shuffled and shifted by $(0.37,0.81,0.23)$. The recovered shift is $(0.63,0.44,0.3067)$. Undoing the hidden shift, moving the reference cation from $y=\frac14$ to $0$ and removing the mean $m=-0.0367$ gives $(-0.37,-1.06,-0.1933)$. The two differ by the face-centring translation $(0,\frac12,\frac12)$ and integers, so they are equivalent.

The matched distance is $D=|u|/a_0=0.3368$, in the fractional units of Eq.~(\ref{cert}). With $\rho=0.1267$ and $r=0.0271$, the certificate requires $g>0.3368+\sqrt{12}\times0.0271\approx0.431$ outside the inner ball. The smallest value found exceeds this bound by $0.052$, so the matching is globally optimal.

As a sample of the arithmetic, Eq.~(\ref{b1u}) gives
\begin{equation}
Q^2_{X:B_{1u}}=5.05^2\times2\times0.13^2=0.862\ \text{\AA}^2 .
\end{equation}
The full result is
\begin{center}
\begin{tabular}{lrrr}
irrep & $Q^2$ (\AA$^2$) & $Q$ (\AA) & share (\%)\\
$X:E_g$ & 1.647 & 1.284 & 56.9\\
$X:B_{1u}$ & 0.862 & 0.928 & 29.8\\
$\Gamma:T_{1u}$ & 0.206 & 0.454 & 7.1\\
$X:E_u$ & 0.138 & 0.371 & 4.8\\
$X:A_{2u}$ & 0.041 & 0.202 & 1.4
\end{tabular}
\end{center}
Both the irrep sum and the direct sum are $2.894$~\AA$^2$. $T_{2g}$ at $\Gamma$ and $A_{1g}$ at $X$ vanish, as the closed form requires.

The polar irrep has a small share although $p_z$ is large. With $h_z=q_z=0$, the motion of one anion orbit splits equally, before centring, between a uniform part and an $E_g$ wave on arm $y$, each with $2a_0^2p_z^2=0.617$~\AA$^2$. Centring reduces only the uniform part, to $0.206$~\AA$^2$. What remains is a cation displacement of $0.185$~\AA\ against a mean anion displacement of $-0.093$~\AA.

If the cation sublattice is held at rest instead, the shift is $-0.185$~\AA\ and $T_{1u}$ gains $12(0.185)^2\approx0.411$~\AA$^2$, returning to $0.617$~\AA$^2$. The total becomes $3.305$~\AA$^2$ and the polar share rises to about $19\%$. The crystal has not changed, so a quoted polar amplitude needs its origin rule.

The strains are $0.0297$, $-0.0099$ and $0.0099$. Their trace is $0.0297$, which gives an $A_{1g}$ amplitude of $0.0297/\sqrt3=0.0171$; the $E_g$ amplitude is $0.0280$. For unshifted, purely strained fluorite with these cell lengths, Cartesian subtraction gives a false $|u|^2$ of $0.025$~\AA$^2$ even after centring, whereas Eq.~(\ref{disp}) gives zero within rounding. The numerical output lists the contributions of the separate arms.

\section{Stability and failure modes}

\paragraph{Ambiguous matching.} As an atom approaches equal distance from two parent sites, $\rho$ tends to zero and the certificate fails. A finer grid helps when $r$ is the limitation, but cannot remove a true tie. Nor does it help when two origins not related by face centring give equal minima, which can happen while $\rho$ is still finite: a grid point within $r$ of the second minimum has $g\le D+\sqrt N\,r$, so Eq.~(\ref{cert}) fails there. Two different optimal matchings can then give different amplitudes.

\paragraph{Choice of parent edge.} Replacing $a_0$ by $a_0'$ leaves the fractional displacements unchanged. Every $Q_\alpha$ scales by $a_0'/a_0$, and the shares stay fixed. Since $U$ scales by $a_0/a_0'$, so does the traceless strain, while the trace becomes $(a_0/a_0')\,\mathrm{tr}\,U-3$. The $A_{1g}$ strain therefore depends on the reference in a way that a common factor cannot repair.

\paragraph{Lost signs.} A face-centring translation multiplies the field on arm $k$ by $e^{-ik\cdot t}$. For $t=(0,\frac12,\frac12)$, the fields on arms $y$ and $z$ change sign and that on arm $x$ does not. The norms are unaffected, and so is any coupling term allowed by the parent symmetry, provided all its amplitudes are taken from the same field $u$. Comparing individual signed amplitudes between two crystals, however, requires one common origin choice. Cubic operations also permute the arms, while the total for each irrep is invariant because $P_\alpha$ commutes with $D(g)$. Eight altered descriptions of the model crystal gave the same irrep totals.

\paragraph{Symmetry count.} Four group elements leave $u$ unchanged, as $Pca2_1$ requires. The nine orbit coordinates are distributed as two in $T_{1u}$, three in $E_g$, two in $E_u$ and one each in $A_{2u}$ and $B_{1u}$. One of the two $T_{1u}$ parameters is the uniform translation along $z$, so eight remain after centring. A larger stabilizer signals higher symmetry of $u$, although the strain may still lower that of the crystal; for a certified matching, a smaller one signals noise above the tolerance or a different phase. Without the certificate this reading is unsafe, because at large displacements the best matching may itself break the symmetry of the crystal.

\paragraph{Outside the assumptions.} A distortion with a longer period needs a larger cell and further wave vectors. Vacancies or unequal species counts prevent a one-to-one assignment. Permuting or reversing the cell vectors is a cubic operation and leaves the irrep totals unchanged. A sheared basis of the same lattice, such as $\mathbf a,\mathbf b,\mathbf c+2\mathbf a$, changes both the strain and the amplitudes yet still satisfies both sum rules, so it has to be excluded before the projection.

\section*{Computed values}
\begin{verbatim}
parent edge a0 = 5.05 angstrom
model cell lengths a, b, c = 5.20 5.00 5.10 angstrom
fractional coordinates M: 0.03 0.27 0.00
fractional coordinates O_p: 0.36 0.07 0.14
fractional coordinates O_q: 0.23 0.54 0.25
shortest M-O distance = 2.045 angstrom
group elements = 192, irreps = 20
hidden origin shift = [0.37 0.81 0.23] (fractional)
origin shift found = [0.63    0.44    0.30667] (fractional)
matched distance D/a0 = 0.33685
safe radius rho = 0.12668 (fractional)
grid covering radius r = 0.02706 (fractional)
certificate margin = 0.05178 (fractional, must be > 0)
irrep: copies, free parameters, Q^2, Q, share
G:T2g: 1, 0, 0.00000 angstrom^2, 0.0000 angstrom, 0.00 %
G:T1u: 2, 2, 0.20572 angstrom^2, 0.4536 angstrom, 7.11 %
X:A1g: 1, 0, 0.00000 angstrom^2, 0.0000 angstrom, 0.00 %
X:Eg: 1, 3, 1.64746 angstrom^2, 1.2835 angstrom, 56.93 %
X:A2u: 1, 1, 0.04080 angstrom^2, 0.2020 angstrom, 1.41 %
X:B1u: 1, 1, 0.86198 angstrom^2, 0.9284 angstrom, 29.79 %
X:Eu: 2, 2, 0.13771 angstrom^2, 0.3711 angstrom, 4.76 %
sum of Q^2 over irreps = 2.89368367 angstrom^2
direct sum of |u|^2 = 2.89368367 angstrom^2
arm part G:T1u k=G: 0.20572 angstrom^2
arm part X:B1u k=x: 0.86198 angstrom^2
arm part X:Eg k=x: 0.61716 angstrom^2
arm part X:Eg k=y: 0.61716 angstrom^2
arm part X:Eg k=z: 0.41314 angstrom^2
arm part X:Eu k=z: 0.13771 angstrom^2
arm part X:A2u k=y: 0.04080 angstrom^2
polar M displacement along z = 0.18517 angstrom
polar O displacement along z = -0.09258 angstrom
cation-fixed origin: shift along z = -0.18517 angstrom
cation-fixed origin: G:T1u Q^2 = 0.61716 angstrom^2
cation-fixed origin: total = 3.30512 angstrom^2
strain xx, yy, zz = 0.029703 -0.009901 0.009901
strain A1g: amplitude = 0.017149, square = 2.9409e-04
strain Eg: amplitude = 0.028004, square = 7.8424e-04
strain T2g: amplitude = 0.000000, square = 1.1796e-30
sum of strain squares = 1.078326e-03
direct sum of eps_ij^2 = 1.078326e-03
false |u|^2 from neglected strain = 0.02521 angstrom^2
surviving elements modulo cell translations = 4
equivalent descriptions tested = 8
\end{verbatim}
